# The Electron–Nucleus Cusp from a Bounded Local Energy

## One electron and an exponential

Place one electron in the field of a fixed point nucleus of charge \(Z\), and try the function \(\psi=e^{-\zeta r}\) with \(\zeta>0\). In Hartree atomic units, used throughout, the Hamiltonian is \(H=-\tfrac12\nabla^2-Z/r\). For a function of \(r\) alone,

\[
\nabla^2\psi=\psi''+\frac{2}{r}\psi'=\left(\zeta^2-\frac{2\zeta}{r}\right)\psi .
\tag{1}
\]

The local energy is \(E_L=(H\psi)/\psi\). Multiplying (1) by \(-\tfrac12\), dividing by \(\psi\) and adding the potential gives

\[
E_L(r)=-\frac{\zeta^2}{2}+\frac{\zeta-Z}{r}.
\tag{2}
\]

The attraction contributes \(-Z/r\) and the kinetic term contributes \(+\zeta/r\). They cancel if \(\zeta=Z\), that is, if the logarithmic slope \(\psi'/\psi\) at the nucleus is \(-Z\). The local energy is then the constant \(-Z^2/2\), as it must be for an eigenfunction.

The cancellation depends on the slope at the origin rather than on the exponential form. Let \(\psi=c(1+\lambda r+O(r^2))\) with \(c\neq0\), where the expansion may be differentiated term by term. Then \(\psi''\) is bounded and \(2\psi'/r=2c\lambda/r+O(1)\), so that

\[
E_L(r)=-\frac{\lambda+Z}{r}+O(1).
\tag{3}
\]

A Gaussian \(e^{-\alpha r^2}\) has \(\lambda=0\), and its local energy falls as \(-Z/r\): its kinetic term contributes \(3\alpha-2\alpha^2r^2\), which stays bounded at the nucleus and has no \(1/r\) part to cancel the attraction.

Variational Monte Carlo estimates the energy by averaging \(E_L\) over points drawn from \(|\psi|^2\). With \(N\) independent points, the variance of the estimate is the variance of \(E_L\) divided by \(N\). For the exponential, the integral \(\int_0^\infty r^n e^{-2\zeta r}dr=n!/(2\zeta)^{n+1}\) gives

\[
\left\langle\frac1r\right\rangle=\frac{1/(4\zeta^2)}{1/(4\zeta^3)}=\zeta,
\qquad
\left\langle\frac1{r^2}\right\rangle=\frac{1/(2\zeta)}{1/(4\zeta^3)}=2\zeta^2 .
\tag{4}
\]

The constant in (2) does not affect the variance, which is therefore

\[
\operatorname{var}E_L=(\zeta-Z)^2\left(2\zeta^2-\zeta^2\right)=\zeta^2(\zeta-Z)^2 .
\tag{5}
\]

For \(Z=2\) and \(\zeta=1.6875\) this is \((1.6875)^2(0.3125)^2=0.2781\) hartree\(^2\). The variance is finite although \(E_L\) is unbounded, because the volume element \(r^2dr\) compensates the \(1/r^2\) in \(E_L^2\). The wrong slope still costs statistical error; by (5), the variance vanishes in this model when \(\zeta=Z\).

## The general statement

In an atom or molecule the wave function near a nucleus also depends on direction, since other electrons and nuclei are present. Choose one electron and one nucleus of charge \(Z\), and write the electron's position relative to that nucleus as \(\mathbf r=r\mathbf n\), with \(\mathbf n\) a unit vector. Hold all other electrons at fixed positions, apart from one another and away from every nucleus. The nuclei are fixed points. The spherical average of \(\psi\) is

\[
\bar\psi(r)=\frac{1}{4\pi}\int\psi(r\mathbf n)\,d\Omega .
\tag{6}
\]

Assume the following:

- \(\psi\) is real, continuous at \(r=0\), and twice continuously differentiable for small \(r>0\);
- its value \(c=\psi(\mathbf r=0)\) is not zero;
- the kinetic terms \(-\tfrac12\nabla_j^2\psi\) of the other electrons stay bounded as \(r\to0\).

If \(E_L\) stays bounded as \(r\to0\), then

\[
\boxed{\;\frac{\bar\psi'(0)}{\bar\psi(0)}=-Z\;}
\tag{7}
\]

This is Kato's electron–nucleus cusp condition. An eigenfunction has \(E_L=E\) everywhere that \(\psi\neq0\), so an eigenfunction meeting the assumptions obeys (7). For a trial function, bounded \(E_L\) is a requirement that we choose to impose.

## Derivation

**Isolating the singular terms.** As the chosen electron approaches the nucleus, its distances to the other particles remain nonzero. One potential term diverges, namely \(-Z/r\). We can therefore write

\[
H\psi=-\frac12\nabla^2\psi-\frac{Z}{r}\psi+B ,
\tag{8}
\]

where \(\nabla^2\) acts on \(\mathbf r\), and \(B\) collects the other electrons' kinetic terms and all remaining potential terms. By assumption \(B\) is bounded. Since \(H\psi=E_L\psi\), and both factors on the right are bounded, \(H\psi\) is bounded too. Solving (8) for the Laplacian gives

\[
\nabla^2\psi=-\frac{2Z}{r}\psi+q,\qquad q=2(B-H\psi),\qquad |q|\le M
\tag{9}
\]

for some constant \(M\) and all sufficiently small \(r\).

**Averaging over directions.** In spherical coordinates

\[
\nabla^2\psi=\frac1{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial\psi}{\partial r}\right)+\frac{1}{r^2}\Lambda\psi,
\qquad
\Lambda=\frac1{\sin\theta}\frac{\partial}{\partial\theta}\sin\theta\frac{\partial}{\partial\theta}+\frac{1}{\sin^2\theta}\frac{\partial^2}{\partial\phi^2}.
\tag{10}
\]

The angular part has zero average. With \(d\Omega=\sin\theta\,d\theta\,d\phi\), its first term integrates over \(\theta\) to \([\sin\theta\,\partial_\theta\psi]_0^\pi=0\). Its second term integrates over \(\phi\) to the change of \(\partial_\phi\psi\) around a full circle, which is also zero. In the radial part, differentiation and averaging may be exchanged because \(\psi\) is smooth enough at \(r>0\). The average of (9) is then

\[
\left(r^2\bar\psi'\right)'=-2Z\,r\,\bar\psi+r^2\bar q,\qquad |\bar q|\le M .
\tag{11}
\]

The average has removed the direction dependence without assuming that it is small.

**Integrating outward from the nucleus.** Integrate (11) from \(\varepsilon\) to \(r\) and let \(\varepsilon\to0\). Both integrals on the right converge, so \(\varepsilon^2\bar\psi'(\varepsilon)\) tends to some constant \(C\), and

\[
r^2\bar\psi'(r)=C-2Z\int_0^r s\,\bar\psi(s)\,ds+\int_0^r s^2\bar q(s)\,ds .
\tag{12}
\]

The first integral is \(O(r^2)\) and the second is \(O(r^3)\). If \(C\) were nonzero, we would have \(\bar\psi'=C/r^2+O(1)\), and hence \(\bar\psi=-C/r+O(1)\). This is unbounded and contradicts the continuity of \(\psi\). Therefore \(C=0\).

Continuity also gives \(\bar\psi(s)=c+\delta(s)\), with \(\delta(s)\to0\) as \(s\to0\). The two integrals become

\[
2Z\int_0^r s\,\bar\psi\,ds=Zc\,r^2+o(r^2),
\qquad
\left|\int_0^r s^2\bar q\,ds\right|\le\frac{M r^3}{3}.
\tag{13}
\]

Here \(o(r^2)\) denotes a quantity that vanishes faster than \(r^2\). Insert (13) in (12) and divide by \(r^2\):

\[
\bar\psi'(r)=-Zc+o(1).
\tag{14}
\]

The derivative thus has the limit \(-Zc\). By the mean value theorem, this limit is also the one-sided derivative of \(\bar\psi\) at \(r=0\). Dividing by \(\bar\psi(0)=c\) gives (7).

The factor 2 in the Coulomb term of (9) comes from the \(\tfrac12\) in the kinetic energy. It is cancelled by the \(\tfrac12\) in \(\int_0^r s\,ds=r^2/2\), which leaves \(Z\).

The point charge is essential for the slope at \(r=0\) itself. If the nucleus were spread out so that its potential stayed bounded, the attraction would join the bounded term \(q\), and the same argument would give \(\bar\psi'(0)=0\). This change is confined to the nuclear region. For a uniformly charged sphere of radius \(R_0\ll1/Z\), the potential inside is \(-Z(3-s^2/R_0^2)/(2R_0)\), and the integral in (12) with \(\bar\psi\approx c\) gives \(\bar\psi'/\bar\psi\approx-Z[1-R_0^2/(5r^2)]\) for \(R_0\le r\ll1/Z\). A few nuclear radii out, the slope is again close to \(-Z\).

## What happens in each direction

Condition (7) constrains an average. To see what bounded \(E_L\) requires direction by direction, assume in addition that

\[
\psi=c+r f(\mathbf n)+O(r^2)
\tag{15}
\]

and that this may be differentiated term by term, so that the Laplacian of the remainder is bounded. From (10), \(\nabla^2(rf)=(2f+\Lambda f)/r\). The coefficient of \(1/r\) in \(H\psi\) must vanish for every \(\mathbf n\):

\[
-\frac12(2f+\Lambda f)-Zc=0 .
\tag{16}
\]

Expand \(f=\sum_l f_l\), where \(f_l\) is its part of angular momentum \(l\) and \(\Lambda f_l=-l(l+1)f_l\). Equation (16) separates into

\[
[2-l(l+1)]\,f_l=-2Zc\,\delta_{l0}.
\tag{17}
\]

For \(l=0\) this gives \(f_0=-Zc\). For \(l=1\) the bracket is zero and \(f_1\) is free. For \(l\ge2\) the bracket is nonzero, so \(f_l=0\). A general \(l=1\) function is a fixed vector dotted into \(\mathbf n\), and hence

\[
\frac{\psi}{c}=1-Zr+r\,\mathbf g\cdot\mathbf n+O(r^2).
\tag{18}
\]

The term \(r\,\mathbf g\cdot\mathbf n=\mathbf g\cdot\mathbf r\) is an ordinary smooth gradient, which bounded \(E_L\) leaves free; in the examples below it comes from the other particles. It averages to zero, which is why (7) refers to the average. The slope along a single ray is \(-Z+\mathbf g\cdot\mathbf n\).

Equation (17) also shows that (7) is necessary but not sufficient. Take \(Z=1\) and \(\psi=e^{-r}+a\,r\,P_2(\cos\theta)\), where \(P_2\) is the second Legendre polynomial. Its average is \(e^{-r}\), with the correct slope \(-1\). The added term, however, contributes \(-\tfrac12(2-6)aP_2/r=2aP_2/r\) to \(H\psi\). With \(a=0.5\) bohr\(^{-1}\), \(rE_L\) should approach 1 hartree bohr on the axis, where \(P_2=1\). The computed value at \(r=10^{-5}\) bohr is 0.99999.

## A helium trial function

Consider the Slater–Jastrow function for helium,

\[
\psi=\exp\left[-\zeta(r_1+r_2)+u(r_{12})\right],\qquad u(s)=\frac{s}{2(1+bs)},
\tag{19}
\]

with \(b=0.5\) bohr\(^{-1}\). Hold electron 2 at \(d=1\) bohr from the nucleus, in the direction of the unit vector \(\mathbf e\), and let electron 1 approach the nucleus.

At \(\mathbf r_1=0\), the gradient of \(r_{12}\) with respect to \(\mathbf r_1\) is \(-\mathbf e\), since moving toward electron 2 shortens the distance. Also \(u'(s)=1/[2(1+bs)^2]\). The vector in the linear term is therefore

\[
\mathbf g=-u'(d)\,\mathbf e=-\frac{1}{2(1.5)^2}\,\mathbf e=-0.2222\,\mathbf e\ \text{bohr}^{-1}.
\tag{20}
\]

For \(\zeta=2\), the slope is \(-2-0.2222=-2.2222\) bohr\(^{-1}\) toward electron 2 and \(-2+0.2222=-1.7778\) bohr\(^{-1}\) away from it. The function falls faster toward the other electron, as repulsion suggests; the magnitude 0.2222 bohr\(^{-1}\) is set by the chosen \(b\) and is not the value for the exact helium ground state. Finite differences of \(\psi\) give these same values, and the numerically averaged slope is \(-2.0000\) bohr\(^{-1}\). With \(\zeta=27/16=1.6875\) the averaged slope is \(-1.6875\) bohr\(^{-1}\), which violates (7).

The local energies, in hartree, show the consequence:

| \(r_1\) (bohr) | \(\zeta=2\), toward | \(\zeta=2\), away | \(\zeta=1.6875\), toward |
|---|---|---|---|
| 0.1 | −3.310 | −2.546 | −5.595 |
| 0.01 | −3.342 | −2.466 | −33.75 |
| 0.001 | −3.345 | −2.458 | −315.0 |
| 0.0001 | −3.346 | −2.457 | −3127.5 |

The term \(r\,\mathbf g\cdot\mathbf n\) has \(l=1\), so its bracket in (17) is zero and it adds no \(1/r\) term; equation (3) therefore still applies, with \(\lambda=-\zeta\). For \(\zeta=1.6875\) it predicts a divergent part \((1.6875-2)/r_1=-0.3125/r_1\). At \(r_1=10^{-4}\) bohr this is \(-3125\) hartree, and the rest of the tabulated value is the bounded remainder.

For \(\zeta=2\) the local energy is bounded, but its limit depends on the direction of approach. To find this dependence, write \(\psi=e^{-Zr}F\), where \(F\) is smooth in \(\mathbf r\) at the nucleus. The product rule gives

\[
\nabla^2\psi=e^{-Zr}\left[\left(Z^2-\frac{2Z}{r}\right)F-2Z\,\mathbf n\cdot\nabla F+\nabla^2F\right].
\tag{21}
\]

Multiply by \(-\tfrac12\), divide by \(\psi\), and add \(-Z/r\). The poles cancel:

\[
-\frac{\nabla^2\psi}{2\psi}-\frac Zr=-\frac{Z^2}{2}+Z\,\mathbf n\cdot\frac{\nabla F}{F}-\frac{\nabla^2F}{2F}.
\tag{22}
\]

As \(r\to0\), \(\nabla F/F\to\mathbf g\). The middle term tends to \(Z\,\mathbf g\cdot\mathbf n\), while the other terms of \(E_L\) have limits independent of direction. The limit toward electron 2 minus the limit away from it is thus

\[
2Z\,\mathbf g\cdot\mathbf e=2(2)(-0.2222)=-0.8889\ \text{hartree},
\tag{23}
\]

in agreement with the computed difference at \(r_1=10^{-5}\) bohr. The cusp condition removes the divergence of this trial function, but not the jump across the nucleus. An eigenfunction can have no such jump, because its local energy is constant. Its \(\mathbf g\) need not vanish (see the next section); instead its \(F\) is not smooth at the nucleus. It contains the term \(\tfrac12Zc\,r\,\mathbf g\cdot\mathbf r\), of order \(r^2\) with \(l=1\), whose Laplacian is \(2Zc\,\mathbf g\cdot\mathbf n\) by (10). This adds \(-Z\,\mathbf g\cdot\mathbf n\) to the last term of (22) and cancels the middle term. The trial function (19) lacks that term.

## Eigenfunctions with no cusp imposed

The condition can be checked on eigenfunctions obtained without using it. Take one electron and two fixed charges \(Z_A\) and \(Z_B\) at a separation \(R=2\) bohr. Let \(r_A\) and \(r_B\) be its distances from them, and define

\[
\xi=\frac{r_A+r_B}{R},\qquad \eta=\frac{r_A-r_B}{R}.
\tag{24}
\]

The Hamiltonian is diagonalized in products of polynomials in \(\xi\) and \(\eta\) with a decaying exponential in \(\xi\). Near nucleus \(A\), \(r_A\) is the radial distance and \(r_B\) is a smooth function of position. The basis therefore allows a term linear in \(r_A\), with a coefficient that the diagonalization must find. It does not allow linear terms with \(l\ge2\), so this calculation tests the value \(-Z\) but not the exclusion of higher \(l\).

The slopes at the nuclei, in bohr\(^{-1}\), are:

| Charges, nucleus | Toward the other | Away | Average |
|---|---|---|---|
| 1 and 1, either | −0.6968 | −1.3032 | −1.0000 |
| 3 and 1, charge 3 | −2.9719 | −3.0281 | −3.0000 |
| 3 and 1, charge 1 | +1.0281 | −3.0281 | −1.0000 |

The first row is the hydrogen molecular ion, with electronic energy \(-1.1026\) hartree, nuclear repulsion excluded. The model is nonrelativistic with clamped nuclei. Reducing the basis from \(18\times18\) to \(14\times14\) functions changes either system's energy by less than \(10^{-12}\) hartree, which is the level of rounding error.

In the last row the wave function rises toward the stronger charge, yet its averaged slope is still \(-1\). By (18), the two axial slopes there are \(-1\pm g\) with \(g=2.0281\) bohr\(^{-1}\). A strong gradient from the surroundings leaves the cusp condition untouched.

The outward slopes at charges 3 and 1 are equal. To see why, multiply the Schrödinger equation by \(-(R^2/2)(\xi^2-\eta^2)\). The coordinates \(\xi,\eta,\phi\) are orthogonal, with scale factors \(h_\xi=\tfrac R2\sqrt{(\xi^2-\eta^2)/(\xi^2-1)}\), \(h_\eta=\tfrac R2\sqrt{(\xi^2-\eta^2)/(1-\eta^2)}\) and \(h_\phi=\tfrac R2\sqrt{(\xi^2-1)(1-\eta^2)}\). For a state symmetric about the axis they give \(\nabla^2\psi=\frac{4}{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi\psi+\partial_\eta(1-\eta^2)\partial_\eta\psi\right]\). From \(r_A=R(\xi+\eta)/2\) and \(r_B=R(\xi-\eta)/2\), the attraction is \(Z_A/r_A+Z_B/r_B=(2/R)[(Z_A+Z_B)\xi+(Z_B-Z_A)\eta]/(\xi^2-\eta^2)\). The equation \((H-E)\psi=0\) then becomes

\[
\begin{aligned}
&\partial_\xi(\xi^2-1)\partial_\xi\psi+\partial_\eta(1-\eta^2)\partial_\eta\psi\\
&\quad+\left\{R[(Z_A+Z_B)\xi+(Z_B-Z_A)\eta]+\tfrac12R^2E(\xi^2-\eta^2)\right\}\psi=0 .
\end{aligned}
\tag{25}
\]

The operator is a sum of one part in \(\xi\) and one in \(\eta\), so solutions can be chosen as products \(X(\xi)Y(\eta)\). The nondegenerate ground state is itself such a product. Write (25) as \((A_\xi+A_\eta)\psi=0\). Since \(A_\xi\) commutes with \(A_\xi+A_\eta\), the function \(A_\xi\psi\) solves the same equation, and nondegeneracy gives \(A_\xi\psi=\kappa\psi\) with a constant \(\kappa\). For each fixed \(\eta\) this is the same ordinary differential equation in \(\xi\), with one solution \(X(\xi)\) regular at \(\xi=1\), so \(\psi=X(\xi)Y(\eta)\). On the axis outside either nucleus, \(\eta\) is constant and \(\xi=1+2r/R\), where \(r\) is the distance from that nucleus. Both outward slopes therefore equal \((2/R)X'(1)/X(1)\).

## When the wave function vanishes at the nucleus

If \(c=0\), the ratio in (7) is undefined. Where \(H\psi\) is bounded, (14) still holds but says merely that \(\bar\psi'(0)=0\). A useful replacement exists for one electron with a definite angular momentum. Let

\[
\psi=r^l\left(1+\beta r+O(r^2)\right)Y_{lm}(\mathbf n),
\tag{26}
\]

again differentiable term by term. From (10),

\[
\nabla^2(r^kY_{lm})=[k(k+1)-l(l+1)]\,r^{k-2}Y_{lm}.
\tag{27}
\]

The bracket is zero for \(k=l\), and for \(k=l+1\) it is \((l+1)(l+2)-l(l+1)=2(l+1)\). The terms of order \(r^{l-1}\) in \(H\psi\) have the coefficient \(-(l+1)\beta-Z\). Since \(\psi\) is of order \(r^l\), these terms give \(E_L\) a \(1/r\) divergence unless

\[
\beta=-\frac{Z}{l+1}.
\tag{28}
\]

For \(l=0\) this is the usual cusp. For \(Z=1\), the hydrogenic 2p and 3p functions divided by \(r\) have logarithmic slope \(-0.5000\) bohr\(^{-1}\) at the nucleus, and the 3d function divided by \(r^2\) has logarithmic slope \(-0.3333\) bohr\(^{-1}\), in agreement with (28). The slope is gentler because of the prefactor \(r^l\): by (27) the linear term \(\beta r\) contributes \(-(l+1)\beta/r\) to the kinetic part of \(E_L\), which is \(l+1\) times its contribution for \(l=0\), while the attraction is still \(-Z/r\).

The numerical check tests the averaging identity, the angular rule, the divergences, the jump (23), the averaged slopes and the hydrogenic slopes. The directional slopes quoted above are read from its output.

## Table of computed values

```
Lengths in bohr, energies in hartree, slopes in 1/bohr
exp(-zeta r), Z = 2, zeta = 1.6875:
  variance of local energy = 0.278091 hartree^2
r * Laplacian(r P_l) / P_l for l = 0..3: [2.0, 0.0, -4.0, -10.0]
P2 counterexample, Z = 1, amplitude 0.5 1/bohr:
  averaged slope = -1.000000 1/bohr
  r*E_L on the axis at r = 1e-5 bohr: 0.99999 hartree bohr
Hydrogenic slope after removing r**l, Z = 1 (1/bohr):
  n = 1, l = 0: -1.000000
  n = 2, l = 0: -1.000000
  n = 3, l = 0: -1.000000
  n = 2, l = 1: -0.500000
  n = 3, l = 1: -0.500000
  n = 3, l = 2: -0.333333
Helium: b = 0.5 1/bohr, electron 2 at 1.0 bohr from nucleus
  zeta = 2.0000 1/bohr: averaged slope = -2.000000 1/bohr
  zeta = 1.6875 1/bohr: averaged slope = -1.687500 1/bohr
  zeta = 2: slope toward electron 2 = -2.222222 1/bohr
  zeta = 2: slope away from electron 2 = -1.777778 1/bohr
  linear coefficient g along axis = -0.222222 1/bohr
  averaging identity at r = 0.3 bohr, zeta = 2 (unnormalized psi):
    average of Laplacian = -0.950760, Laplacian of average = -0.950760
  E_L (hartree), toward / away from electron 2:
  r (bohr)   zeta=2 toward    away   zeta=1.6875 toward    away
  0.1000      -3.30991     -2.54588        -5.5951        -4.9611
  0.0100      -3.34225     -2.46609       -33.7524       -33.0142
  0.0010      -3.34534     -2.45772      -315.0055      -314.2567
  0.0001      -3.34564     -2.45688     -3127.5058     -3126.7559
  E_L toward minus away at r = 1e-5 bohr, zeta = 2: -0.88888 hartree
  predicted 2 Z g = -0.88889 hartree
One electron, two fixed charges 2.0 bohr apart, 18 x 18 basis:
  charges 1,1; nucleus A: averaged slope -1.000000 1/bohr
    toward other nucleus -0.696769, away -1.303231 1/bohr
    electronic energy -1.10263421 hartree
    energy change from 14 x 14 basis 3.3e-15 hartree
  charges 1,1; nucleus B: averaged slope -1.000000 1/bohr
    toward other nucleus -0.696769, away -1.303231 1/bohr
  charges 3,1; nucleus A: averaged slope -3.000000 1/bohr
    toward other nucleus -2.971894, away -3.028106 1/bohr
    electronic energy -5.00204202 hartree
    energy change from 14 x 14 basis 3.6e-14 hartree
  charges 3,1; nucleus B: averaged slope -1.000000 1/bohr
    toward other nucleus 1.028106, away -3.028106 1/bohr
```
